# The weak-field Hall factor for power-law relaxation times

A Hall measurement on a doped semiconductor bar gives a coefficient $R_H$, and a device calculation needs the electron density $n$. The conversion is $n=r/(e|R_H|)$, and one must decide what number to use for the Hall factor $r$. For a spherical parabolic band in a weak magnetic field, setting $r=1$ assumes that all carriers relax at the same rate. If the relaxation time in such a band depends on energy, the choice of scattering mechanism changes the inferred density, and the drift mobility changes in the opposite sense.

## Setting and statement

Electrons of charge $-e$ occupy one spherical parabolic band, $E=p^2/2m$, with velocity $\mathbf v=\mathbf p/m$. The following is assumed.

1. The gas is nondegenerate: $f_0\propto e^{-E/kT}$.
2. Collisions are described by a relaxation time $\tau=\tau_0x^s$, with $x=E/kT$.
3. The sample is uniform and steady, and the response is linear in the electric field $\mathbf E$.
4. The magnetic field $\mathbf B=B\hat{\mathbf z}$ acts classically, so Landau quantization is neglected.

Write $\omega=eB/m$ and define the average

$$\langle g\rangle=\frac{1}{\Gamma(5/2)}\int_0^\infty g(x)\,x^{3/2}e^{-x}\,dx .$$

**Theorem.** With $R_H=E_y/(j_xB)$ measured at $j_y=0$, and for $s>-5/4$, the limit $B\to0$ is

$$R_H=-\frac{r}{ne},\qquad r=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}=\frac{\Gamma(5/2)\,\Gamma(5/2+2s)}{\Gamma(5/2+s)^2}.$$

For $s=-1/2$, $r=3\pi/8\approx1.178$. For $s=3/2$, $r=315\pi/512\approx1.933$.

## Lemma 1: the distribution

**Lemma 1.** To first order in $\mathbf E$, the distribution is $f_0+f_1$ with $f_1=f_0'\,\mathbf v\cdot\mathbf G(E)$, where $f_0'=df_0/dE$ and

$$G_x=\frac{e\tau(E_x-\omega\tau E_y)}{1+\omega^2\tau^2},\qquad
G_y=\frac{e\tau(E_y+\omega\tau E_x)}{1+\omega^2\tau^2}.$$

*Proof.* The force is $-e(\mathbf E+\mathbf v\times\mathbf B)$. Since $\nabla_pf_0=\mathbf vf_0'$ and $(\mathbf v\times\mathbf B)\cdot\mathbf v=0$, the magnetic force has no effect on $f_0$. The linearised Boltzmann equation is therefore

$$-e\,\mathbf E\cdot\mathbf v\,f_0'-e(\mathbf v\times\mathbf B)\cdot\nabla_pf_1=-\frac{f_1}{\tau}.$$

Insert the proposed $f_1$. Its momentum gradient has two parts: derivatives of functions of energy, which point along $\mathbf v$, and the derivative of the explicit factor $\mathbf v$, which gives $f_0'\mathbf G/m$. The first part vanishes against $\mathbf v\times\mathbf B$. For the second, $(\mathbf v\times\mathbf B)\cdot\mathbf G=\mathbf v\cdot(\mathbf B\times\mathbf G)$. Dividing by $f_0'$ and requiring equality for every direction of $\mathbf v$ gives

$$\mathbf G=e\tau\mathbf E+\frac{e\tau}{m}\mathbf B\times\mathbf G .$$

Because $\mathbf B\times\mathbf G=(-BG_y,BG_x,0)$,

$$G_x=e\tau E_x-\omega\tau G_y,\qquad G_y=e\tau E_y+\omega\tau G_x .$$

Putting the second equation into the first gives $(1+\omega^2\tau^2)G_x=e\tau E_x-\omega\tau\,e\tau E_y$. Putting the first into the second gives $(1+\omega^2\tau^2)G_y=e\tau E_y+\omega\tau\,e\tau E_x$. $\square$

## Lemma 2: the current

**Lemma 2.** The current density is $\mathbf j=(ne/m)\langle\mathbf G\rangle$.

*Proof.* Let $D(E)=C\sqrt E$ be the density of states per unit volume, spin included. The current is the sum of $-e\mathbf vf_1$ over states. Averaging over directions replaces $v_iv_j$ by $\delta_{ij}v^2/3$, and $v^2=2E/m$, so

$$\mathbf j=\frac em\,\frac{2C}{3}\int_0^\infty E^{3/2}\,\mathbf G\,(-f_0')\,dE .$$

The density, integrated by parts with vanishing boundary terms, is

$$n=C\int_0^\infty\sqrt E\,f_0\,dE=\frac{2C}{3}\int_0^\infty E^{3/2}(-f_0')\,dE .$$

Thus $\mathbf j$ is $ne/m$ times the average of $\mathbf G$ with weight $E^{3/2}(-f_0')$. For Maxwell-Boltzmann statistics $-f_0'=f_0/kT$, so this weight is proportional to $x^{3/2}e^{-x}$. $\square$

## Proof of the theorem

Define

$$S_1=\left\langle\frac{\tau}{1+\omega^2\tau^2}\right\rangle,\qquad
S_2=\left\langle\frac{\tau^2}{1+\omega^2\tau^2}\right\rangle .$$

The lemmas give

$$j_x=\frac{ne^2}{m}(S_1E_x-\omega S_2E_y),\qquad
j_y=\frac{ne^2}{m}(S_1E_y+\omega S_2E_x).$$

The condition $j_y=0$ requires $E_y=-(\omega S_2/S_1)E_x$. Then $j_x=(ne^2/m)(S_1^2+\omega^2S_2^2)E_x/S_1$. Dividing, and using $\omega/B=e/m$,

$$R_H=-\frac{r(B)}{ne},\qquad r(B)=\frac{S_2}{S_1^2+\omega^2S_2^2}.$$

As $B\to0$, $S_1\to\langle\tau\rangle$ and $S_2\to\langle\tau^2\rangle$, provided these averages are finite. Near $x=0$ the integrand of $\langle\tau^2\rangle$ behaves as $x^{3/2+2s}$, which is integrable for $s>-5/4$. The Gamma integral gives

$$T_k\equiv\langle\tau^k\rangle=\tau_0^k\,\frac{\Gamma(5/2+ks)}{\Gamma(5/2)},$$

and $T_2/T_1^2$ is the stated formula. With $\Gamma(5/2)=3\sqrt\pi/4$, $\Gamma(3/2)=\sqrt\pi/2$ and $\Gamma(2)=1$,

$$r(s=-\tfrac12)=\frac{3\sqrt\pi}{4}\cdot\frac{\sqrt\pi}{2}=\frac{3\pi}{8}.$$

For $s=3/2$ we need $\Gamma(4)=6$ and $\Gamma(11/2)=\frac92\cdot\frac72\cdot\frac52\cdot\frac32\cdot\frac12\sqrt\pi=945\sqrt\pi/32$:

$$r(s=\tfrac32)=\frac{1}{36}\cdot\frac{3\sqrt\pi}{4}\cdot\frac{945\sqrt\pi}{32}=\frac{2835\pi}{4608}=\frac{315\pi}{512}.\qquad\square$$

**Remark 1: meaning.** The identity $r-1=(\langle\tau^2\rangle-\langle\tau\rangle^2)/\langle\tau\rangle^2$ shows that $r-1$ is the relative variance of the relaxation time. In this spherical-band model $r\ge1$, with equality when $\tau$ is constant. Both signs of $s$ raise $r$, since either produces a spread.

**Remark 2: how weak the field must be.** From $\tau/(1+\omega^2\tau^2)=\tau-\omega^2\tau^3+\dots$ we have $S_1\approx T_1-\omega^2T_3$ and $S_2\approx T_2-\omega^2T_4$. The denominator of $r(B)$ is then $T_1^2-2\omega^2T_1T_3+\omega^2T_2^2$, so

$$\frac{r(B)}{r(0)}-1\approx\omega^2\left(\frac{2T_3}{T_1}-\frac{T_4}{T_2}-\frac{T_2^2}{T_1^2}\right).$$

This needs finite $T_4$, hence $s>-5/8$. In units of $\omega^2\tau_0^2$ the coefficient is $2-2-\pi/4=-0.785$ for $s=-1/2$ and $-104.2$ for $s=3/2$. The latter is large because $\tau_0$ is the time at $E=kT$, whereas the current is carried at higher energies with longer times.

**Remark 3: strong field.** Write $r(B)=\omega^2S_2/[(\omega S_1)^2+(\omega^2S_2)^2]$. As $\omega\to\infty$, $\omega^2S_2\to1$, and $\omega S_1\to0$ because $\omega\tau/(1+\omega^2\tau^2)$ never exceeds $\frac12$ and tends to zero at each energy. Hence $r(B)\to1$ for any $s$: the Hall field balances the magnetic force on the drifting carriers, and scattering drops out. This is a classical limit.

## Where the two exponents come from

**Acoustic phonons.** For deformation-potential coupling, the squared matrix element summed over absorption and emission varies as $(q^2/\omega_q)(2N_q+1)$, where $q$ and $\omega_q$ are the phonon wave number and frequency. If $\hbar\omega_q\ll kT$, then $2N_q+1\approx2kT/\hbar\omega_q$. With $\omega_q\propto q$ the dependence on $q$ cancels. Scattering is then nearly elastic and isotropic, and its rate follows the density of final states, $\sqrt E$. Hence $\tau\propto E^{-1/2}$.

**Ionized impurities.** Let $N_I$ be the density of singly charged ions, $L$ the screening length, $k$ the electron wave number and $\varepsilon$ the permittivity. The Born cross-section is $A^2/(q^2+L^{-2})^2$, with $A=me^2/(2\pi\varepsilon\hbar^2)$ and $q^2=2k^2(1-\cos\theta)$. Weighting by $1-\cos\theta$ and substituting $w=q^2$ gives

$$\frac1\tau=N_I\frac{\hbar k}{m}\,\frac{2\pi A^2}{4k^4}\int_0^{4k^2}\frac{w\,dw}{(w+L^{-2})^2}
=\frac{\pi N_I\hbar A^2}{2mk^3}\left[\ln(1+b)-\frac{b}{1+b}\right],$$

with $b=4k^2L^2$. The prefactor gives $\tau\propto E^{3/2}$. The bracket varies slowly for $b\gg1$ but is not constant, so $315\pi/512$ belongs to the pure power law and only approximately to screened impurities.

## Worked example

Take a long bar in the regime of lightly doped n-type silicon at 300 K, of thickness $t=500$ µm and width 2 mm. The chosen readings are a current $I=1$ mA, a field $B=0.1$ T, a Hall voltage of magnitude $V_H=1.5$ mV and a resistivity $\rho=4.5$ Ω cm. Since $|E_y|$ is $V_H$ divided by the width and $j_x$ is $I$ divided by width times thickness, the width cancels:

$$|R_H|=\frac{V_Ht}{IB}=\frac{(1.5\times10^{-3})(5\times10^{-4})}{(10^{-3})(0.1)}\ \mathrm{m^3/C}=7500\ \mathrm{cm^3/C}.$$

The Hall mobility is $\mu_H=|R_H|/\rho=7500/4.5=1667$ cm²/Vs. Because $1/\rho=ne\mu$, the drift mobility is $\mu=\mu_H/r$. With $1/(e|R_H|)=8.32\times10^{14}$ cm⁻³, the same readings give:

- $r=1$: $n=8.32\times10^{14}$ cm⁻³ and $\mu=1667$ cm²/Vs;
- $r=3\pi/8$: $n=9.80\times10^{14}$ cm⁻³ and $\mu=1415$ cm²/Vs;
- $r=315\pi/512$: $n=1.61\times10^{15}$ cm⁻³ and $\mu=862$ cm²/Vs.

The impurity formula can decide between the last two. Take one ion per electron at the acoustic density, relative permittivity 11.7 and conductivity mass $0.258\,m_e$. The screening length $L=\sqrt{\varepsilon kT/(e^2n)}$ is 131 nm. Numerical integration over energy gives an impurity-limited mobility of $4.9\times10^5$ cm²/Vs, far above the inferred value, so impurities are not the main scatterers here: acting alone, they would need several hundred ions per electron to bring the mobility down to that value. We take the sample to be uncompensated. For them alone, $r$ would be 1.80 rather than 1.93, because of the bracket. These two impurity values are Born estimates. The Born approximation is only rough here, because $ka_B\approx1$ at $E=kT$, where $a_B=4\pi\varepsilon\hbar^2/(me^2)$ is the effective Bohr radius. Partial-wave cross-sections for the same attractive screened potential raise the mobility by about 6% and lower $r$ to about 1.74, which leaves the conclusion unchanged.

At $\mu B=0.014$ the full averages, taken at equal drift mobility, change $r$ by −0.026% for the acoustic law and −0.10% for $s=3/2$. The weak-field formula is adequate.

## Corrections for real silicon

The mobility of 1415 cm²/Vs is typical of lightly doped silicon at room temperature, but the spherical acoustic-phonon model is incomplete there. The material parameters below are rough typical values.

**Valley shape.** Silicon has six ellipsoidal valleys, with masses of about $m_l=0.92\,m_e$ and $m_t=0.19\,m_e$. Keep $\tau(E)$ isotropic and equal in all valleys. For each valley the longitudinal conductivity contains $\langle\tau\rangle/m_x$ and the weak-field Hall conductivity contains $\langle\tau^2\rangle/(m_xm_y)$. Averaging over the three valley axes multiplies $r$ by

$$\frac{\frac13\left(\frac1{m_t^2}+\frac2{m_lm_t}\right)}{\left[\frac13\left(\frac1{m_l}+\frac2{m_t}\right)\right]^2}=\frac{3K(K+2)}{(2K+1)^2},\qquad K=\frac{m_l}{m_t}.$$

For $K=4.84$ this is 0.871, and the acoustic value falls from 1.178 to 1.026. For constant $\tau$ the same factor gives $r=0.871$, so the bound $r\ge1$ does not carry over to ellipsoidal valleys.

**Other scattering.** With the acoustic $\tau_0=0.276$ ps held fixed and a spherical mass, adding the Born impurity rate lowers $r$ to 1.125; partial-wave cross-sections would give about 1.13. The impurities act most strongly at low energy and shorten the longest acoustic times, which narrows the spread. Compensation at first strengthens this effect. With the same $\tau_0$ and screening length, the Born rate gives $r=1.05$ for 10 ions per electron and $1.03$ for 30. At 300 ions per electron $r$ has returned only to 1.10, while the Hall mobility has fallen to about 600 cm²/Vs.

Intervalley phonons of energy $\theta kT=60$ meV add the rate $(W/\tau_0)[N\sqrt{x+\theta}+(N+1)\sqrt{x-\theta}]$. Here $N=1/(e^\theta-1)$, and the second term is present only for $x>\theta$. For an illustrative strength $W=2$, acoustic and intervalley scattering together give $r=1.30$ and a mobility of 874 cm²/Vs. Phonon emission shortens the times at high energy, which were already short, and so widens the spread; with emission alone $r$ would be 1.45. Absorption works the other way, cutting the long times at low energy, and alone gives 1.10. The net rise depends on $W$: about 7% for $W=1$, 10% for $W=2$ and 15% for $W=4$.

All three rates with the valley factor give $r=1.11$ and $n=9.25\times10^{14}$ cm⁻³. Since $\tau_0$ was held fixed, these rates no longer reproduce the measured resistivity. The result shows sensitivity and does not predict the density of a particular wafer.

**Nonparabolicity.** Let $E(1+\alpha E)=p^2/2m$ with $\alpha=0.5$ eV⁻¹, and put $a=\alpha kT=0.0129$, $\gamma=x(1+ax)$ and $c=1+2ax$. The velocity is $p/(mc)$, so $\omega$ becomes $\omega/c$. The density of states varies as $\gamma^{1/2}c$, and $\tau$ as its inverse. Repeating Lemma 2, the integrands multiplying $e^{-x}$ are $\gamma^{3/2}$ for $n$, $\gamma/c^2$ for the longitudinal current and $\gamma^{1/2}/c^4$ for the Hall current. To first order in $a$, their integrals change by the factors $1+\frac{15}{4}a$, $1-6a$ and $1-\frac{45}{4}a$. As $r$ is the first times the third over the square of the second, it changes by

$$1+\left(\tfrac{15}{4}-\tfrac{45}{4}+12\right)a=1+\tfrac92a=1.058 .$$

A numerical solution of the Boltzmann equation on a momentum grid gives $r=1.250$, a rise of 6.1% from $3\pi/8$. This correction is not in the combined value above. With intervalley scattering at $W=2$ also present, the rise is about 4%.

**Small effects.** Fermi statistics in the one-band model change $r$ by about −0.002%. Depletion under an assumed surface barrier of 0.5 V removes 0.8 µm per face, or 0.3% of the thickness. A much thinner film would need this correction to $t$. The driving field is 0.45 V/cm. For an assumed energy relaxation time $\tau_E=10$ ps, the balance $\frac32k\,\Delta T=e\mu E_x^2\tau_E$ gives electron heating of about $2\times10^{-5}$ K.

For this bar, then, the choice $r=315\pi/512$ is excluded by the mobility. Heavy compensation does not rescue it while phonon scattering keeps its usual strength, because the Hall mobility would then lie far below the measured value. In the models above, valley shape, intervalley scattering at $W=2$ and nonparabolicity each shift $r$ by roughly 6 to 13 percent, and impurities in an uncompensated sample by about 4 percent, partly in opposite directions. A density quoted more finely than that needs a calibrated Hall factor.
